# Effective conductivity of a two-dimensional polycrystal by duality rotation

A thin film is one grain thick. Every grain is the same anisotropic conductor, with positive principal sheet conductivities $s_1$ and $s_2$, and only the direction of its axes changes from grain to grain. With $Q(\theta)$ the rotation by the local angle $\theta(\mathbf x)$,

$$\sigma(\mathbf x)=Q(\theta)\begin{pmatrix}s_1&0\\0&s_2\end{pmatrix}Q(\theta)^T .$$

The current is steady, there is no magnetic field, and Ohm's law holds locally:

$$\mathbf j=\sigma\mathbf E,\qquad \operatorname{div}\mathbf j=0,\qquad \operatorname{curl}\mathbf E\equiv\partial_xE_y-\partial_yE_x=0 .$$

At a grain boundary the tangential component of $\mathbf E$ and the normal component of $\mathbf j$ are continuous, so the boundary has no resistance of its own. Take first a film that repeats periodically, and let $\langle\cdot\rangle$ be the average over one cell. The effective tensor $S$ is defined by $\langle\mathbf j\rangle=S\langle\mathbf E\rangle$. A random film is treated as the limit of ever larger periodic cells. It is assumed statistically homogeneous and ergodic, so that this limit exists and is the same for every realization. Sheet conductivities are given in mS.

## (a) The mean field fixes the local fields

**Show that for a given $\langle\mathbf E\rangle=\mathbf E_0$ the fields exist and are unique, and that $\det S>0$.**

*Solution.* A periodic curl-free field with mean $\mathbf E_0$ has the form $\mathbf E=\mathbf E_0-\nabla\varphi$ with $\varphi$ periodic. Consider

$$F[\varphi]=\tfrac12\langle(\mathbf E_0-\nabla\varphi)\cdot\sigma(\mathbf E_0-\nabla\varphi)\rangle .$$

Since $\sigma$ is symmetric with eigenvalues bounded below by a positive number, $F$ is convex, grows with $\langle|\nabla\varphi|^2\rangle$, and has a minimum. There

$$0=\delta F=-\langle\nabla\delta\varphi\cdot\mathbf j\rangle=\langle\delta\varphi\,\operatorname{div}\mathbf j\rangle$$

for every periodic $\delta\varphi$, which is current conservation. The integration by parts leaves no boundary term: opposite sides of the cell cancel, and so do the two sides of a grain boundary when $j_n$ is continuous.

If two solutions had the same mean, their difference $\mathbf e=-\nabla\chi$ would have $\chi$ periodic and $\operatorname{div}(\sigma\mathbf e)=0$. Then $\langle\mathbf e\cdot\sigma\mathbf e\rangle=\langle\chi\operatorname{div}(\sigma\mathbf e)\rangle=0$, so $\mathbf e=0$. The solution is unique and depends linearly on $\mathbf E_0$, which is why a tensor $S$ exists.

The same integration by parts gives the mean power:

$$\langle\mathbf E\cdot\mathbf j\rangle=\mathbf E_0\cdot\langle\mathbf j\rangle-\langle\nabla\varphi\cdot\mathbf j\rangle=\mathbf E_0\cdot S\mathbf E_0 .$$

The left side is positive for $\mathbf E_0\neq0$, because a field with nonzero mean cannot vanish everywhere. Hence $\mathbf v\cdot S\mathbf v>0$ for every real $\mathbf v\ne0$. If the eigenvalues of $S$ are real, each has a real eigenvector and is therefore positive. If they are complex, they are conjugates with product $|\lambda|^2>0$. In both cases $\det S>0$. The symmetry of $S$ has not been used.

## (b) A quarter turn exchanges field and current

**Let $R=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$ and let $c$ be a positive constant with the unit of $\sigma$. Show that $\mathbf E'=R\mathbf j/c$ and $\mathbf j'=cR\mathbf E$ are again an admissible field and current. Find the conductivity that connects them.**

*Solution.* For any plane vector field, $R\mathbf v=(-v_y,v_x)$, so

$$\operatorname{curl}(R\mathbf v)=\partial_xv_x+\partial_yv_y=\operatorname{div}\mathbf v,$$
$$\operatorname{div}(R\mathbf v)=-\partial_xv_y+\partial_yv_x=-\operatorname{curl}\mathbf v .$$

Therefore $\operatorname{curl}\mathbf E'=\operatorname{div}\mathbf j/c=0$ and $\operatorname{div}\mathbf j'=-c\operatorname{curl}\mathbf E=0$.

At a grain boundary with unit normal $\mathbf n$, take the tangent $\mathbf t=R\mathbf n$. A rotation preserves scalar products, so

$$\mathbf t\cdot\mathbf E'=\frac{(R\mathbf n)\cdot(R\mathbf j)}{c}=\frac{\mathbf n\cdot\mathbf j}{c}.$$

Also $R\mathbf t=R^2\mathbf n=-\mathbf n$, so

$$\mathbf n\cdot\mathbf j'=-c(R\mathbf t)\cdot(R\mathbf E)=-c\,\mathbf t\cdot\mathbf E .$$

Both right-hand sides are continuous, so the new pair obeys the boundary conditions as well.

For the local law, invert the first definition: $\mathbf j=cR^{T}\mathbf E'$, since $R^{-1}=R^T$. Then

$$\mathbf j'=cR\,\sigma^{-1}\mathbf j=\sigma'\mathbf E',\qquad \sigma'=c^2R\,\sigma^{-1}R^T .$$

This step belongs to the plane, where a quarter turn carries a curl-free field into a divergence-free one. In three dimensions the curl is a vector, and no such rotation is available.

## (c) The dual film

**Evaluate $RM^{-1}R^T$ for a general invertible $2\times2$ matrix $M$, and choose $c$ so that the dual film is as simple as possible.**

*Solution.* Let $M=\begin{pmatrix}p&q\\r&t\end{pmatrix}$ and $D=pt-qr$. Multiplication by $R$ from the left puts minus the second row first and the first row second:

$$RM^{-1}=\frac1D\,R\begin{pmatrix}t&-q\\-r&p\end{pmatrix}=\frac1D\begin{pmatrix}r&-p\\t&-q\end{pmatrix}.$$

Multiplication by $R^T$ from the right turns a row $(a,b)$ into $(-b,a)$, so

$$RM^{-1}R^T=\frac1D\begin{pmatrix}p&r\\q&t\end{pmatrix}=\frac{M^T}{\det M}.$$

The local tensor is symmetric, and its determinant is $s_1s_2$ whatever the angle $\theta$. Hence $\sigma'=c^2\sigma/(s_1s_2)$. The choice

$$c=\sqrt{s_1s_2}$$

gives $\sigma'(\mathbf x)=\sigma(\mathbf x)$ at every point. The dual film is the original film itself, grain by grain.

Two conditions are visible here. If $\det\sigma$ varied in space, no constant $c$ would do this. In a magnetic field $\sigma$ acquires an antisymmetric Hall part, and the same choice of $c$ no longer returns the original film, because the transpose reverses the sign of that part.

## (d) The determinant of the effective tensor

**Average the dual fields and find what they imply for $S$.**

*Solution.* The averages are

$$\langle\mathbf E'\rangle=\frac{R\langle\mathbf j\rangle}{c}=\frac{RS\mathbf E_0}{c},\qquad \langle\mathbf j'\rangle=cR\mathbf E_0 .$$

The dual pair solves the cell problem of the same film. By the uniqueness found in (a), it must obey $\langle\mathbf j'\rangle=S\langle\mathbf E'\rangle$. Since $\mathbf E_0$ is arbitrary,

$$cR=\frac{SRS}{c}\quad\Longrightarrow\quad S=c^2RS^{-1}R^T=\frac{c^2}{\det S}\,S^T ,$$

where the last step uses the identity of (c). Take determinants, remembering that a factor in front of a $2\times2$ matrix comes out squared:

$$\det S=\frac{c^4}{(\det S)^2}\det S\quad\Longrightarrow\quad(\det S)^2=c^4 .$$

Because $\det S>0$,

$$\boxed{\det S=s_1s_2}$$

and the preceding equation then reduces to $S=S^T$. Isotropy has not been assumed, so this holds for any periodic arrangement of axes. It carries over to the infinite random film, since the determinant is a continuous function of the tensor.

A finite-element solution for a smooth, strongly textured film with $s_1=10$ and $s_2=1$ in arbitrary units gives $S_{xx}=4.392$, $S_{yy}=2.675$ and $S_{xy}=-1.321$ on the finer of two meshes; further refinement changes each by less than 0.001. The film is clearly anisotropic, yet

$$4.392\times2.675-1.321^2\approx10.00 .$$

The excess of the determinant over $s_1s_2$, relative to $s_1s_2$, is $1.0\times10^{-3}$ on a mesh of 96 elements per side and $2.6\times10^{-4}$ on 192. This fourfold fall is that of a second-order mesh error. On the finer mesh the rotated current agrees with the field computed directly in the same film to $6\times10^{-4}$, as an rms difference relative to the rms field.

## (e) The isotropic polycrystal

**Find $S$ when the film is statistically isotropic. Evaluate it for a p-type black phosphorus film with hole density $5\times10^{12}\ \mathrm{cm^{-2}}$ and principal mobilities 600 and 250 cm²/Vs.**

*Solution.* Turning the whole film by a quarter turn changes its effective tensor to $RSR^T$. If the statistics do not change under this turn, the turned film belongs to the same ensemble, and ergodicity gives it the same tensor. With $S$ symmetric,

$$S=\begin{pmatrix}a&b\\b&d\end{pmatrix}=RSR^T=\begin{pmatrix}d&-b\\-b&a\end{pmatrix},$$

so $a=d$ and $b=0$. Then $\det S=a^2=s_1s_2$ with $a>0$, and

$$\boxed{S=\sqrt{s_1s_2}\;I}$$

Invariance under quarter turns is sufficient. Grain shapes and correlations between neighbouring axes do not enter as long as they respect it.

For the film, $s_i=en\mu_i$:

$$s_1=(1.602\times10^{-19}\,\mathrm C)(5\times10^{16}\,\mathrm{m^{-2}})(0.060\,\mathrm{m^2/Vs})=0.481\ \mathrm{mS},$$

and likewise $s_2=0.200$ mS. The effective value is $\sqrt{s_1s_2}=0.3103$ mS, or a sheet resistance of 3223 Ω. The inputs are rough; the extra digits are kept only for the numerical comparisons below. The effective mobility is $\sqrt{600\times250}=387$ cm²/Vs.

The arithmetic mean of $s_1$ and $s_2$ is 0.3405 mS and the harmonic mean is 0.2827 mS. Write $s_{1,2}=\bar s(1\pm\delta)$. The two means are $\bar s$ and $\bar s(1-\delta^2)$, while the exact result is $\bar s\sqrt{1-\delta^2}\approx\bar s(1-\delta^2/2)$ for small $\delta$. At weak contrast it therefore lies midway between them. In the example the midpoint is 0.3116 mS, already 0.4 % too high. A computed sharp-grained film with quarter-turn symmetry gives 0.3103 mS after extrapolation in the mesh, which separates the two.

At strong contrast the difference is large. For $s_2\to0$ at fixed $s_1$ the arithmetic mean tends to $s_1/2$, whereas the film's conductivity vanishes as $\sqrt{s_2}$.

## (f) A finite rectangle between electrodes

**A rectangle of length $L$ along $x$ and width $W$ along $y$ is cut from the film. Let $G_x$ be its conductance with electrodes on the edges $x=0,L$ and the other edges insulated, and $G_y$ that with the roles exchanged. Relate them.**

*Solution.* Start from the $G_x$ arrangement, with voltage $V=\int_0^LE_x\,dx$ and current $I=\int_0^Wj_x\,dy$. The dual fields are $\mathbf E'=(-j_y,j_x)/c$ and $\mathbf j'=c(-E_y,E_x)$.

On the insulated edges $y=0,W$ we have $j_y=0$, so $E'_x=0$ and these edges become equipotentials. On the electrodes $E_y=0$, so $j'_x=0$ and these edges become insulating. The dual fields are thus those of the $G_y$ arrangement in the same film, with

$$V'=\int_0^WE'_y\,dy=\frac Ic,\qquad I'=\int_0^Lj'_y\,dx=cV .$$

Hence $G_y=I'/V'=c^2V/I$, that is,

$$G_xG_y=s_1s_2 .$$

This holds for every aspect ratio and every pattern of grains, without averaging. For a random rectangle 6 grains long and 4 wide, with the values of (e), the computed conductances are $G_x=0.2175$ mS and $G_y=0.4427$ mS. A uniform film of 0.3103 mS would give $0.3103\times4/6=0.207$ mS and $0.3103\times6/4=0.465$ mS. The first conductance is about 5 % above its uniform value and the second about 5 % below, while $\sqrt{G_xG_y}=0.3103$ mS.

One conductance of a small sample therefore does not give $\sqrt{s_1s_2}$. In periodic random samples of $4\times4$ grains, the rms anisotropic part of $S$, per component and relative to $\sqrt{s_1s_2}$, comes out as 6.9 % from 20 samples. For $16\times16$ grains 20 samples give 2.3 %. Each of these figures has a statistical uncertainty of about 11 % of its value. To first order in the contrast, $S$ is the plain average of $\sigma$ over independent grains, which would reduce the anisotropic part by a factor 4. That estimate gives $(s_1-s_2)/(2\sqrt2\,N\sqrt{s_1s_2})$ for $N\times N$ grains, or 8.0 % and 2.0 %. The ratio from 20 samples of each size is 2.95, uncertain by roughly 16 %, which is too noisy to test the factor 4. With 800 and 160 samples the values become 8.0 % and 1.9 %, a ratio of 4.2, in agreement with the first-order estimate.

## (g) Grain boundaries with resistance

**Let each boundary cause a voltage drop $rj_n$. Why does the argument fail, and how large is the change in the example if the grains are 1 µm wide?**

*Solution.* Represent the boundary by an isotropic layer of thickness $h$ and small conductivity $k$, with $h/k=r$ fixed as $h\to0$. Its determinant is $k^2$, not $s_1s_2$. By (c) its dual has conductivity $c^2k/k^2=c^2/k$, hence a conductance $hc^2/k=c^2r$ along the line. A resistive line turns into a conducting line, and the dual film is no longer the original.

For a size estimate, let a uniform current density $j$ cross one boundary in each grain width $d$. The mean field is $j/c+rj/d$, so the sheet resistance is approximately

$$\frac1c+\frac rd .$$

For $r$, consider a barrier of height $U$ that holes cross classically, conserving their wave number $k_y$ along the boundary. At energy $E$, measured from the band edge, crossing requires $\hbar^2k_y^2/2m<E-U$. This leaves $\sqrt{2m(E-U)}/(\pi\hbar)$ channels per unit length, each contributing $2e^2/h_{\rm P}$ with $h_{\rm P}$ Planck's constant:

$$g(U)=\frac{2e^2}{h_{\rm P}}\int_U^\infty\!\left(-\frac{\partial f}{\partial E}\right)\frac{\sqrt{2m(E-U)}}{\pi\hbar}\,dE .$$

The added resistance is $r=1/g(U)-1/g(0)$. For $m$ the density-of-states mass $\sqrt{m_1m_2}$ is used, with $m_1=0.15$ and $m_2=0.9$ electron masses. This is a compromise: the mass that counts is the one along the boundary, which varies with the grain's direction. Using $m_2$ or $m_1$ on both sides instead would multiply $r$ by about 0.64 or 1.6. If the mass along the boundary changes from $m_1$ to $m_2$ across it, fewer holes can cross with $k_y$ conserved, and the factor reaches about 1.8 for the lower barrier below when the barrier itself carries the lighter mass; with a heavier mass in the barrier it is near 1. Within this classical model the choice of mass therefore matters by a factor of about two. The model leaves out tunnelling and quantum reflection, which depend on the barrier's width and shape. For a rectangular barrier of 0.10 eV with the same mass, tunnelling cuts $r$ to about 0.25 of the classical value at a width of 2 nm and to 0.06 at 1 nm, while reflection at the abrupt edges raises it by about half at 5 to 10 nm. The values below apply to smooth barriers several nanometres wide or more. At 300 K, $U=0.05$ eV gives $r=221$ Ω µm, which adds 221 Ω or 7 % to the 3223 Ω. For $U=0.10$ eV, $r=1708$ Ω µm adds 53 %, and the estimate becomes 4931 Ω. A field calculation with thin resistive layers gives 5150 Ω, 4 % more. It includes the uneven current that the estimate ignores, but its layers, 1/32 of a grain wide, also take up some grain area. Halving their width at fixed $r$ lowers the result by about 1 %, so only part of the 4 % is due to uneven current.

The densities, mobilities and masses used here are rough typical values for the interior of good few-layer black phosphorus; the grain size and barrier heights are assumed. The mean free paths are 10 to 30 nm depending on the definition (about 15 nm for speed times scattering time), 1 to 3 % of the grain width, so a local Ohm's law is reasonable inside the grains. Of the two assumptions examined here, local Ohm's law and the absence of boundary resistance, the second is the weaker if barriers of the assumed heights are present. At fixed $r$ the estimated addition grows as $1/d$, so $\sqrt{s_1s_2}$ describes such a film when $r/d\ll1/\sqrt{s_1s_2}$.

## Computed values

```
Smooth texture, s1 = 10, s2 = 1 (dimensionless)
  Sxx, Syy, Sxy = 4.3920, 2.6748, -1.3210
  det S/(s1 s2) - 1, mesh 96: 1.02e-03, mesh 192: 2.55e-04
  same, extrapolated to zero mesh size: 1.1e-06
  dual field against same-film field, rms relative error, mesh 96: 2.3e-03, mesh 192: 6.0e-04
  mean power <E.j> / (<E>.<j>) = 0.99987
Film: rough typical inputs
  T = 300 K, hole density = 5.0e+12 cm^-2, grain size = 1.0 um
  mobilities = 600, 250 cm2/Vs; masses = 0.15, 0.9 m_e
  principal sheet conductances s1, s2 = 0.4807, 0.2003 mS
  effective sheet conductance sqrt(s1 s2) = 0.3103 mS
  effective mobility = 387.3 cm2/Vs
  effective sheet resistance = 3223 ohm
  arithmetic mean = 0.3405 mS, harmonic mean = 0.2827 mS
Sharp-grained isotropic film, computed sheet conductance
  8, 16, 32 elements per grain side: 0.31063, 0.31038, 0.31030 mS
  extrapolated = 0.31026 mS, relative to sqrt(s1 s2): -2.5e-06
Rectangle, 6 grains long and 4 wide, with electrodes
  Gx = 0.2175 mS, Gy = 0.4427 mS, sqrt(Gx Gy) = 0.3103 mS
  Gx Gy/(s1 s2) - 1, 8 elements per grain: 1.7e-03, 24: 2.6e-04
Anisotropy left in finite random samples (rms, 20 samples each)
  4 x 4 grains: 6.87 %, 16 x 16 grains: 2.33 %, ratio 2.95
Neglected effects
  chemical potential above band edge = 24.0 meV, kT = 25.9 meV
  mean free paths along the two axes = 10.4, 10.6 nm
  longest path / grain size = 1.1 %
  barrier 0.05 eV: boundary resistance = 221 ohm um, adds 221 ohm = 7 %
  barrier 0.10 eV: boundary resistance = 1708 ohm um, adds 1708 ohm = 53 %
  film with 0.10 eV boundaries: series estimate = 4931 ohm, computed = 5150 ohm
```
